# Parabolic and spherical hydrogen states linked by Clebsch-Gordan coefficients, with phases

## 1. What symmetry fixes

Take a spinless electron and a fixed point nucleus, $H=-\tfrac12\nabla^2-Z/r$ in Hartree atomic units. The shell $n$ has energy $-\kappa^2/2$ with $\kappa=Z/n$, and $\sum_{l=0}^{n-1}(2l+1)=n^2$ states. Every state of the shell is $\kappa^{3/2}$ times a function of $\kappa\mathbf r$, so an overlap of two of them is a pure number independent of $Z$.

Suppose the shell carries two commuting angular momenta with $\mathbf J_1+\mathbf J_2=\mathbf L$ and $j_1=j_2=j$, which section 3 proves. Counting gives $(2j+1)^2=n^2$, so $j=(n-1)/2$, and coupling gives $l=0,\dots,n-1$. Spherical states diagonalise $L^2$ and $L_z$. If parabolic states diagonalise $J_{1z}$ and $J_{2z}$, each basis agrees with the matching standard basis up to one phase per state, and
$$\langle nlm|n_1n_2m\rangle=a\,b\,\langle j m_1\,j m_2|lm\rangle,\qquad |a|=|b|=1 .$$
Symmetry fixes the moduli. The phases depend on how the wavefunctions are written. Write $M=|m|$.

Spherical states are $\psi_{nlm}=R_{nl}Y_{lm}$ with
$$R_{nl}=(2\kappa)^{3/2}\sqrt{\frac{(n-l-1)!}{2n(n+l)!}}\,(2\kappa r)^le^{-\kappa r}L^{2l+1}_{n-l-1}(2\kappa r),$$
$$Y_{lm}=(-1)^{(m+M)/2}N_{lM}\sin^M\!\theta\,e^{im\varphi}P_l^{(M)}(\cos\theta),\quad N_{lM}=\sqrt{\frac{2l+1}{4\pi}\frac{(l-M)!}{(l+M)!}},$$
where $P_l^{(M)}$ is the $M$th derivative of the Legendre polynomial and $L_p^{\alpha}(s)=\sum_i(-1)^i\binom{p+\alpha}{p-i}s^i/i!$. This is the Condon-Shortley choice, in which $L_\pm$ have positive elements. Near the origin $R_{nl}\to c_{nl}r^l$ with
$$c_{nl}=\frac{(2\kappa)^{l+3/2}}{(2l+1)!}\sqrt{\frac{(n+l)!}{2n(n-l-1)!}}>0,\qquad \frac{c_{nl}}{c_{n,l-1}}=\frac{2\kappa\sqrt{n^2-l^2}}{2l(2l+1)} .$$

Parabolic states use $\xi=r+z$, $\eta=r-z$, $n=n_1+n_2+M+1$:
$$u_{n_1n_2m}=\frac{\kappa^{3/2}}{\sqrt{\pi n}}e^{im\varphi}f_{n_1}(\kappa\xi)f_{n_2}(\kappa\eta),\quad f_p(s)=\sqrt{\frac{p!}{(p+M)!}}\,s^{M/2}e^{-s/2}L_p^M(s).$$
Since $\xi\eta=x^2+y^2$, the factor $(\xi\eta)^{M/2}e^{im\varphi}$ equals $(x\pm iy)^M$, with the sign of $m$.

Clebsch-Gordan (CG) coefficients are fixed by $\langle jj\;j,l-j|ll\rangle>0$, with lower $m$ reached by $L_-$.

## 2. The case $n=2$ by hand

The definitions give
$$\psi_{200}=\frac{\kappa^{3/2}}{\sqrt\pi}(1-\kappa r)e^{-\kappa r},\quad \psi_{210}=\frac{\kappa^{3/2}}{\sqrt\pi}\kappa z\,e^{-\kappa r},\quad \psi_{21\pm1}=\mp\frac{\kappa^{3/2}}{\sqrt{2\pi}}\kappa(x\pm iy)e^{-\kappa r}.$$
With $L_1^0(s)=1-s$, the state $u_{100}$ is $\kappa^{3/2}(2\pi)^{-1/2}(1-\kappa r-\kappa z)e^{-\kappa r}$, and $u_{010}$ has $+\kappa z$. Hence
$$u_{100}=\frac{\psi_{200}-\psi_{210}}{\sqrt2},\quad u_{010}=\frac{\psi_{200}+\psi_{210}}{\sqrt2},\quad u_{001}=-\psi_{211},\quad u_{00,-1}=+\psi_{21,-1}.$$
For two spins $\tfrac12$ the CG coefficients on $(l=0,l=1)$ are $(+,+)/\sqrt2$ for $|{+}{-}\rangle$, $(-,+)/\sqrt2$ for $|{-}{+}\rangle$, and $+1$ for $|{+}{+}\rangle$ and $|{-}{-}\rangle$. The moduli agree and the signs do not: $u_{001}$ has $-1$ where the CG value is $+1$. The statement "the coefficients are CG coefficients" therefore needs a sign factor in these conventions.

## 3. The two angular momenta

Define the Runge-Lenz vector $\mathbf A=Z\hat{\mathbf r}-\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)$. It is Hermitian because $(\mathbf p\times\mathbf L)^\dagger=-\mathbf L\times\mathbf p$. Contracting the Levi-Civita symbols, $(\mathbf p\times\mathbf L)_i=p_jx_ip_j-p_jx_jp_i$ and $(\mathbf L\times\mathbf p)_i=x_jp_jp_i-x_ip^2$. Moving each $x$ to the left with $p_jx_i=x_ip_j-i\delta_{ij}$, the difference is $2x_ip^2-2(\mathbf r\cdot\mathbf p)p_i+2ip_i$. With $\mathbf p=-i\nabla$ and $D=\mathbf r\cdot\nabla$,
$$A_i=Z\frac{x_i}{r}+B_i,\qquad B_i=x_i\nabla^2-C_i,\qquad C_i=(D+1)\partial_i .$$
The rules needed are $[\nabla^2,x_i]=2\partial_i$, $\partial_iD=(D+1)\partial_i$, $\nabla^2D=(D+2)\nabla^2$, and $Dh=h(D+d)$ for multiplication by a function $h$ homogeneous of degree $d$.

**Conservation.** First, $[\nabla^2,B_i]=2\partial_i\nabla^2-2\nabla^2\partial_i=0$. For $r\neq0$, $[\nabla^2,1/r]=-2r^{-3}D$, and
$$[C_i,1/r]=(D+1)\left(-\frac{x_i}{r^3}\right)-\frac1r\partial_i=-\frac{x_i}{r^3}(D-1)-\frac1r\partial_i .$$
Therefore $[B_i,1/r]=-x_ir^{-3}(D+1)+r^{-1}\partial_i$. From $\nabla^2(x_i/r)=-2x_i/r^3$ and $\nabla(x_i/r)\cdot\nabla=r^{-1}\partial_i-x_ir^{-3}D$ follows $-\tfrac12[\nabla^2,x_i/r]=x_ir^{-3}(D+1)-r^{-1}\partial_i$. The two cancel in $[H,A_i]=Z\left(-\tfrac12[\nabla^2,x_i/r]+[B_i,1/r]\right)=0$. So for a state $\psi$ of the shell, $A_i\psi$ solves the same Schrödinger equation at $r\neq0$. It decays exponentially, and it is bounded at the origin because $x_i\nabla^2\psi=x_i(\kappa^2-2Z/r)\psi$ and $(D+1)\partial_i\psi$ are. This excludes the solutions singular as $r^{-l-1}$, so $A_i\psi$ lies in the shell.

**Rotations.** Each term of $A_j$ is $x_j$ or $\partial_j$ times scalars that commute with $\mathbf L$, so $[L_i,A_j]=i\epsilon_{ijk}A_k$.

**Mutual commutator.** Let $\Lambda_{ij}=x_i\partial_j-x_j\partial_i=i\epsilon_{ijk}L_k$. Then $[x_i\nabla^2,x_j\nabla^2]=2\Lambda_{ij}\nabla^2$, and $C_iC_j=(D+1)(D+2)\partial_i\partial_j$ is symmetric. For the cross terms, $x_i\nabla^2C_j=x_i(D+3)\partial_j\nabla^2=(D+2)x_i\partial_j\nabla^2$ and $C_jx_i\nabla^2=(D+1)(x_i\partial_j+\delta_{ij})\nabla^2$, so $[x_i\nabla^2,C_j]=x_i\partial_j\nabla^2-\delta_{ij}(D+1)\nabla^2$. These contribute $-\Lambda_{ij}\nabla^2$, and $[B_i,B_j]=\Lambda_{ij}\nabla^2$. The part linear in $Z$ is $[B_i,x_j/r]-[B_j,x_i/r]$, with $[B_i,x_j/r]=[B_i,x_j]r^{-1}+x_j[B_i,1/r]$ and $[B_i,x_j]=2x_i\partial_j-x_j\partial_i-\delta_{ij}(D+1)$. The first pieces give $3\Lambda_{ij}/r$ and the second $-\Lambda_{ij}/r$. So
$$[A_i,A_j]=\Lambda_{ij}(\nabla^2+2Z/r)=-2i\epsilon_{ijk}HL_k .$$

**Orthogonality.** $\epsilon_{ijk}x_j\partial_kx_i=\epsilon_{ijk}x_j(\delta_{ik}+x_i\partial_k)=0$ and $\epsilon_{ijk}x_j\partial_kC_i=\epsilon_{ijk}x_j(D+2)\partial_k\partial_i=0$, so $\mathbf L\cdot\mathbf A=0$; also $\mathbf A\cdot\mathbf L=0$ since $[L_i,A_i]=0$.

**Square.** The radial form of the Laplacian is $r^2\nabla^2=D(D+1)-L^2$. The four terms of $B_iB_i$ give
$$B^2=[r^2\nabla^2+2D-(D+2)D-(D+1)(D+3)+(D+1)(D+2)]\nabla^2=-(L^2+1)\nabla^2 .$$
Next, $x_iC_i=Dx_i\partial_i=D^2$, so $\hat{\mathbf r}\cdot\mathbf B=r^{-1}(r^2\nabla^2-D^2)=r^{-1}(D-L^2)$. The sum $\sum_i[B_i,x_i/r]$ is $-(2D+3)r^{-1}-r^{-1}=-r^{-1}(2D+2)$. Hence $\hat{\mathbf r}\cdot\mathbf B+\mathbf B\cdot\hat{\mathbf r}=-2r^{-1}(L^2+1)$ and
$$A^2=Z^2+2H(L^2+1).$$

On the shell $2H=-\kappa^2$. Put $\mathbf K=\mathbf A/\kappa$ and $\mathbf J_{1,2}=\tfrac12(\mathbf L\pm\mathbf K)$. Then $[K_i,K_j]=i\epsilon_{ijk}L_k$ and
$$[J_{1i},J_{1j}]=\tfrac14 i\epsilon_{ijk}(L_k+2K_k+L_k)=i\epsilon_{ijk}J_{1k},$$
likewise for $\mathbf J_2$, while $[J_{1i},J_{2j}]=\tfrac14i\epsilon_{ijk}(L_k-K_k+K_k-L_k)=0$. From $K^2=n^2-L^2-1$ and $\mathbf L\cdot\mathbf K=0$, $J_1^2=J_2^2=\tfrac14(n^2-1)=j(j+1)$ with $j=(n-1)/2$. One multiplet of this kind has $n^2$ states, which fills the shell. There is thus a basis $|m_1m_2\rangle$, unique up to one overall phase, in which $J_{1\pm}$ and $J_{2\pm}$ have the positive elements $\lambda(\mu)=\sqrt{j(j+1)-\mu(\mu+1)}$ between $\mu$ and $\mu+1$. For $n=1$, $j=0$ and $K^2=0$, consistent with a single state.

The construction uses $E<0$, and the cancellation in $[H,A_i]$ uses the $1/r$ form of the potential. For a screened central potential it gives no such result.

## 4. Parabolic states diagonalise $K_z$

With $\rho=\sqrt{\xi\eta}$ and $z=(\xi-\eta)/2$, the cross terms cancel in $d\rho^2+dz^2=\frac{\xi+\eta}{4\xi}d\xi^2+\frac{\xi+\eta}{4\eta}d\eta^2$. The product of scale factors gives the volume element $\tfrac14(\xi+\eta)\,d\xi\,d\eta\,d\varphi$, and $h_\eta h_\varphi/h_\xi=\xi$, $h_\xi h_\varphi/h_\eta=\eta$. Using $1/\xi\eta=(1/\xi+1/\eta)/(\xi+\eta)$,
$$\nabla^2=\frac{4(D_\xi+D_\eta)}{\xi+\eta},\qquad D_\xi=\partial_\xi\xi\partial_\xi+\frac{\partial_\varphi^2}{4\xi}.$$
Since $\partial_z\xi=\xi/r$ and $\partial_z\eta=-\eta/r$, one has $\partial_z=r^{-1}(\xi\partial_\xi-\eta\partial_\eta)$. Also $D=\xi\partial_\xi+\eta\partial_\eta$ and $(D+1)r^{-1}=r^{-1}D$. So $C_z=r^{-1}[(\xi\partial_\xi)^2-(\eta\partial_\eta)^2]=r^{-1}(\xi D_\xi-\eta D_\eta)$, the $\partial_\varphi^2$ terms cancelling. With $r=(\xi+\eta)/2$ and $z\nabla^2=2(\xi-\eta)(D_\xi+D_\eta)/(\xi+\eta)$,
$$A_z=\frac{Z(\xi-\eta)-2(\eta D_\xi-\xi D_\eta)}{\xi+\eta}.$$
The equation $Hu=-\tfrac12\kappa^2u$, multiplied by $-(\xi+\eta)/2$, reads $D_\xi+D_\eta+Z-\kappa^2(\xi+\eta)/4=0$. A product solves it if $D_\xi\to\kappa^2\xi/4-\beta_1$, $D_\eta\to\kappa^2\eta/4-\beta_2$ and $\beta_1+\beta_2=Z$. Then $\eta D_\xi-\xi D_\eta\to\xi\beta_2-\eta\beta_1$ and
$$A_z\to\frac{(\beta_1+\beta_2)(\xi-\eta)-2\xi\beta_2+2\eta\beta_1}{\xi+\eta}=\beta_1-\beta_2 .$$
With $s=\kappa\xi$ the $\xi$ equation is $(sf')'-M^2f/4s-sf/4+(\beta_1/\kappa)f=0$. Put $f=gw$, $g=s^{M/2}e^{-s/2}$. Then $sg'=\tfrac12(M-s)g$ and $(sg')'=[M^2/4s+s/4-(M+1)/2]g$, which leaves
$$sw''+(M+1-s)w'+n_1w=0,\qquad \beta_1=\kappa\left(n_1+\tfrac{M+1}2\right).$$
Its series obeys $(i+1)(i+M+1)w_{i+1}=(i-n_1)w_i$, which for integer $n_1\ge0$ terminates in $L_{n_1}^M$. The condition $\beta_1+\beta_2=Z$ becomes $n=n_1+n_2+M+1$, and $K_zu=ku$ with $k=n_1-n_2$.

For the norm, the Rodrigues formula and $p$ integrations by parts give $\int s^Me^{-s}L_p^Mq\,ds=\frac{(-1)^p}{p!}\int s^{p+M}e^{-s}q^{(p)}ds$. For $q=L_p^M$, $q^{(p)}=(-1)^p$, so $\int f_p^2=1$. For $q=sL_p^M$, $q^{(p)}=(-1)^p[(p+1)s-p(p+M)]$, so $\int sf_p^2=(p+1)(p+M+1)-p(p+M)=2p+M+1$. The norm of $u$ is then $\frac{\kappa^3}{\pi n}\cdot2\pi\cdot\frac{2n}{4\kappa^3}=1$.

From $J_{1z,2z}=\tfrac12(L_z\pm K_z)$,
$$m_1=\tfrac12(m+k),\quad m_2=\tfrac12(m-k),\quad j+m_1=n_1+\tfrac{M+m}2,\quad j-m_1=n_2+\tfrac{M-m}2 .$$
There are $\sum_m(n-M)=n^2$ such states with distinct $(m_1,m_2)$, so $|m_1m_2\rangle=b\,u_{n_1n_2m}$ with $|b|=1$. For $n=2$, $u_{100}$ is $|{+}{-}\rangle$ up to phase, as paired in section 2.

## 5. The spherical phase $a_l$

The coupled state $|lm\rangle_c=\sum\langle jm_1\,jm_2|lm\rangle|m_1m_2\rangle$ is the eigenstate of $L^2,L_z$ in the shell, so $|lm\rangle_c=a_l\psi_{nlm}$. The phase does not depend on $m$, because $L_-$ has the same positive elements in both sets. The ratio $a_l/a_{l-1}$ follows from one matrix element of $K_\pm=K_x\pm iK_y$ computed twice.

**Coupled side.** Write $|ll\rangle_c=\sum_\mu\gamma_\mu|\mu,l-\mu\rangle$, $\mu=l-j,\dots,j$. The condition $L_+|ll\rangle_c=0$ gives $\gamma_\mu\lambda(\mu)+\gamma_{\mu+1}\lambda(l-\mu-1)=0$ with both $\lambda$ positive, so the sign of $\gamma_\mu$ is $(-1)^{j-\mu}$. Since $[L_+,K_+]=[J_{1+}+J_{2+},J_{1+}-J_{2+}]=0$, the vector $K_+|l-1,l-1\rangle_c$ is annihilated by $L_+$ and has $m=l$, so it is a multiple of $|ll\rangle_c$. On this state $K_+=L_+-2J_{2+}$ acts as $-2J_{2+}$. Its component on $|j,l-j\rangle$ is $-2\gamma_j\lambda(l-1-j)<0$ for $1\le l\le2j$, where $|ll\rangle_c$ has a positive component. The multiple is negative, and so is its conjugate ${}_c\langle l-1,l-1|K_-|ll\rangle_c$.

**Function side.** On the shell $\nabla^2\psi=(\kappa^2-2Z/r)\psi$, so
$$A_i\psi=[-Zx_i/r+\kappa^2x_i-(D+1)\partial_i]\psi .$$
The function $K_-\psi_{nll}$ is a sum of $\psi_{nl',l-1}$ with $l'\ge l-1$, and among these only $l'=l-1$ has a term of order $r^{l-1}$. On the right only the last term reaches that order, with $D+1\to l$. From $P_l^{(l)}=(2l)!/2^ll!$, $r^lY_{ll}=(-1)^ly_l(x+iy)^l$ with $y_l=\sqrt{(2l+1)!/4\pi}/2^ll!$, and $(\partial_x-i\partial_y)(x+iy)^l=2l(x+iy)^{l-1}$. The sign $-(-1)^l$ matches the $(-1)^{l-1}$ of $Y_{l-1,l-1}$:
$$\langle n,l-1,l-1|K_-|nll\rangle=\frac{2l^2}{\kappa}\frac{c_{nl}}{c_{n,l-1}}\frac{\sqrt{2l(2l+1)}}{2l}=+\sqrt{\frac{2l(n^2-l^2)}{2l+1}} .$$
The coupled element is $a_{l-1}^*a_l$ times this positive number and is negative, so $a_l=-a_{l-1}$. The free overall phase is spent on $a_{n-1}=1$:
$$a_l=(-1)^{n-1-l}.$$
The leading coefficient of $L^{2l+1}_{n-l-1}$ has this sign, so the coupled states are those whose radial function is positive at large $r$. For $n=2$, $-2J_{2+}(|{+}{-}\rangle-|{-}{+}\rangle)/\sqrt2=-\sqrt2|{+}{+}\rangle$, and the formula gives modulus $\sqrt{2\cdot3/3}=\sqrt2$.

## 6. The parabolic phase $b$

The coefficients for $l=2j$ are all positive. Indeed $J_-^q|jj\rangle=\prod_{i=1}^q\sqrt{i(2j-i+1)}\,|j,j-q\rangle=q!\binom{2j}{q}^{1/2}|j,j-q\rangle$. Apply $L_-^q=\sum\binom q{q_1}J_{1-}^{q_1}J_{2-}^{q-q_1}$ to $|2j,2j\rangle_c=|jj\rangle$; the factorials cancel and
$$\langle jm_1\,jm_2|2j,m\rangle=\sqrt{\binom{2j}{j+m_1}\binom{2j}{j+m_2}\Big/\binom{4j}{2j+m}}>0 .$$
This number equals $b\,\langle n,n-1,m|u\rangle$, so $b$ is the sign of that overlap once it is seen to be real.

Expand $u$ as $e^{-\kappa r}(x\pm iy)^M$ times monomials $r^az^c$ with $a+c\le n_1+n_2=n-1-M$. The angular part of a term is $\sin^M\!\theta\,e^{im\varphi}t^c$, $t=\cos\theta$, which lies in the span of $Y_{lm}$ with $l\le M+c$. Only $c=n_1+n_2$, $a=0$ overlaps $l=n-1$. That monomial comes from the top Laguerre terms $(-\kappa)^{n_1+n_2}(r+z)^{n_1}(r-z)^{n_2}/n_1!\,n_2!$, with sign $(-1)^{n_1+n_2}(-1)^{n_2}=(-1)^{n_1}$. The polynomial $P^{(M)}_{n-1}$ has a positive leading coefficient, so $t^c$ is a positive multiple of it plus terms of lower $l$. The radial integral is positive because $R_{n,n-1}$ has no node. The remaining sign is the prefactor of $Y_{n-1,m}$:
$$b=(-1)^{n_1+(m+M)/2}=(-1)^{j+m_1}.$$
For the circular state $m=n-1$ this is $(-1)^{n-1}$, the sign of $Y_{n-1,n-1}$, as direct comparison of $u$ and $\psi$ requires.

## 7. Result and limits

Both phases are real, so $\langle\psi_{nlm}|u\rangle=a_lb\,\langle jm_1\,jm_2|lm\rangle$. The exponent $2j-l+j+m_1$ is shifted by the even integer $2l-2(j+m_1)$:
$$\langle nlm|n_1n_2m\rangle=(-1)^{l+j-m_1}\langle jm_1\,jm_2|lm\rangle=(-1)^{j+m_1}\langle jm_2\,jm_1|lm\rangle .$$
For the second form, the exchange $|m_1m_2\rangle\to|m_2m_1\rangle$ commutes with $\mathbf L$, so it multiplies a multiplet by one sign; comparing the $|j,l-j\rangle$ component, that sign is the sign of $\gamma_{l-j}$, namely $(-1)^{2j-l}=a_l$. Between the rephased states $(-1)^{n-1-l}\psi_{nlm}$ and $(-1)^{j+m_1}u$ the coefficients are plain CG coefficients.

For $n=2$, $u_{100}$ has $j-m_1=0$ and factor $(-1)^l$, giving $(+,-)/\sqrt2$; $u_{010}$ has $(-1)^{l+1}$ on $(-,+)$, giving $(+,+)/\sqrt2$; $u_{00\pm1}$ get $\mp1$. All agree with section 2.

At the origin only $l=0$ survives. For $m=0$, $u(0)=\kappa^{3/2}/\sqrt{\pi n}$ and $\psi_{n00}(0)=2\kappa^{3/2}/\sqrt{4\pi}$, so the s coefficient is $+1/\sqrt n$. On the CG side, $\lambda(\mu)=\lambda(-\mu-1)$ makes the $l=0$ recursion give $\gamma_\mu=(-1)^{j-\mu}/\sqrt n$, and the factor $(-1)^{j-m_1}$ turns it into $+1/\sqrt n$.

In $L^2=J_1^2+J_2^2+2J_{1z}J_{2z}+J_{1+}J_{2-}+J_{1-}J_{2+}$ the ladder terms have no diagonal element, so $\langle L^2\rangle=2j(j+1)+2m_1m_2=\tfrac12(n^2-1+m^2-k^2)$. The circular state gives $n(n-1)$, which is $l(l+1)$ at $l=n-1$.

The numerical check integrates the wavefunctions directly for $n\le6$ at $Z=1$ and for $n=4$ at $Z=2$. The largest absolute difference from the signed formula is $1.2\times10^{-12}$. Without the sign it is $2.000$, the value for an overlap of $-1$ against a CG value of $+1$, as in $u_{001}$.

## 8. Table for $n=3$, $j=1$

Entries are in the order s, p, d, starting at $l=M$.

| $n_1n_2m$ | $m_1,m_2$ | CG | overlap |
|---|---|---|---|
| 2 0 0 | 1, −1 | $\frac1{\sqrt3},\frac1{\sqrt2},\frac1{\sqrt6}$ | $\frac1{\sqrt3},-\frac1{\sqrt2},\frac1{\sqrt6}$ |
| 1 1 0 | 0, 0 | $-\frac1{\sqrt3},0,\frac{\sqrt6}3$ | $\frac1{\sqrt3},0,-\frac{\sqrt6}3$ |
| 0 2 0 | −1, 1 | $\frac1{\sqrt3},-\frac1{\sqrt2},\frac1{\sqrt6}$ | $\frac1{\sqrt3},\frac1{\sqrt2},\frac1{\sqrt6}$ |
| 1 0 1 | 1, 0 | $\frac1{\sqrt2},\frac1{\sqrt2}$ | $-\frac1{\sqrt2},\frac1{\sqrt2}$ |
| 0 1 1 | 0, 1 | $-\frac1{\sqrt2},\frac1{\sqrt2}$ | $-\frac1{\sqrt2},-\frac1{\sqrt2}$ |
| 1 0 −1 | 0, −1 | $\frac1{\sqrt2},\frac1{\sqrt2}$ | $\frac1{\sqrt2},-\frac1{\sqrt2}$ |
| 0 1 −1 | −1, 0 | $-\frac1{\sqrt2},\frac1{\sqrt2}$ | $\frac1{\sqrt2},\frac1{\sqrt2}$ |
| 0 0 2 | 1, 1 | $1$ | $1$ |
| 0 0 −2 | −1, −1 | $1$ | $1$ |

The last column is the third times $(-1)^{l+j-m_1}$ and matches the integrated overlaps, such as $+0.577350$, $-0.707107$, $+0.408248$ for $(2,0,0)$. The p coefficient of $(1,1,0)$ vanishes because $|00\rangle$ is even under exchange while $l=1$ has exchange sign $(-1)^{2-1}$. The elements of section 5 are $\sqrt{2\cdot8/3}=2.309401$ and $\sqrt{4\cdot5/5}=2$, both positive. The weights in $(2,0,0)$ give $\langle L^2\rangle=2(0.500000)+6(0.166667)=2.0000$, equal to $\tfrac12(8+0-4)$.

## 9. Linear Stark shifts from the table

A field $F$ along $+z$ adds $Fz$ to the electron's energy. To first order one needs $z$ within the shell. Write $\simeq$ for equality of matrix elements within the shell. There $[H,W]\simeq0$ when $H$ can be moved onto the left state, which holds for the three operators below, since $W\psi$ vanishes at the origin and decays exponentially. With $V=-Z/r$:

- $[H,z]=-\partial_z$.
- $[\nabla^2,zD]=2\partial_zD+2z\nabla^2$ and $[V,zD]=-z(DV)=-Zz/r$ give $[H,zD]=-z\nabla^2-(D+1)\partial_z-Zz/r$.
- $[\nabla^2,r^2\partial_z]=(6+4D)\partial_z$ and $[V,r^2\partial_z]=-Zz/r$ give $[H,r^2\partial_z]=-(3+2D)\partial_z-Zz/r$.

The first gives $\partial_z\simeq0$, and the third then $(D+1)\partial_z\simeq-Zz/2r$. The second, with $\nabla^2\to\kappa^2-2Z/r$, gives $(D+1)\partial_z\simeq Zz/r-\kappa^2z$. Equating them, $Zz/r\simeq\tfrac23\kappa^2z$. The on-shell form of $A_z$ becomes $-Zz/r+\kappa^2z+Zz/2r\simeq\tfrac23\kappa^2z$, so
$$z\simeq\frac{3n}{2Z}K_z,\qquad \Delta E^{(1)}=\frac{3nkF}{2Z}.$$
A state with $n_1>n_2$ has $\langle z\rangle>0$ and rises.

The spherical elements follow from the small-$r$ argument again. The function $\partial_z(r^lY_{lm})$ is a harmonic polynomial of degree $l-1$ with the same $m$, hence a multiple of $r^{l-1}Y_{l-1,m}$. Near the positive axis $r^lY_{lm}\to\pm N_{lM}P_l^{(M)}(1)(x\pm iy)^Mz^{l-M}$, the overall sign being independent of $l$, and the Leibniz rule on the Rodrigues formula gives $P_l^{(M)}(1)=(l+M)!/2^MM!(l-M)!$. The multiple is
$$(l-M)\sqrt{\frac{(2l+1)(l+M)}{(2l-1)(l-M)}}=(2l+1)\sqrt{\frac{l^2-m^2}{4l^2-1}} .$$
Multiplying by $-l\,c_{nl}/\kappa c_{n,l-1}$,
$$\langle n,l-1,m|K_z|nlm\rangle=-\sqrt{\frac{(n^2-l^2)(l^2-m^2)}{4l^2-1}} .$$

For hydrogen with $n=3$ the factor $3n/2Z$ is $4.5$ bohr. Then $\langle3s|z|3p\rangle=-4.5\sqrt{8/3}=-7.348469$ bohr and $\langle3p|z|3d\rangle=-4.5\sqrt{20/15}=-5.196152$ bohr at $m=0$, and $-4.5\sqrt{15/15}=-4.5$ bohr at $m=\pm1$. The signs in the table now matter. For $(2,0,0)$,
$$\langle z\rangle=2(0.577350)(-0.707107)(-7.348469)+2(-0.707107)(0.408248)(-5.196152),$$
which is $6.0000+3.0000=9.0000$ bohr, equal to $4.5k$ with $k=2$. The unsigned CG row would give $-9$ bohr, the value of $(0,2,0)$. For $(1,0,1)$, $2(-0.707107)(0.707107)(-4.5)=+4.5000$ bohr. For $(1,1,0)$ both products contain the vanishing p coefficient, and $(0,0,\pm2)$ have no partner, so these three are unshifted at first order.

At the round field $F=10^{-5}$ a.u., or $51.4$ kV/cm, the first-order shift of $(2,0,0)$ is $9.0\times10^{-5}$ hartree, which at $219474.63$ cm$^{-1}$ per hartree is $19.8$ cm$^{-1}$. The states with $k=\pm1$ shift by $\pm4.5\times10^{-5}$ hartree, or $\pm9.9$ cm$^{-1}$, and $(0,2,0)$ by $-19.8$ cm$^{-1}$.

The expansion of section 7 is an identity between field-free functions and holds for any $n$. Its use for Stark states is narrower. The parabolic states are the zeroth-order eigenstates when $Fz$ is small against the spacing to neighbouring shells and large against anything else that splits the shell. In real hydrogen the latter is the fine structure, roughly $0.1$ cm$^{-1}$ at $n=3$, which this model omits; as $Fz$ falls toward that scale the $u_{n_1n_2m}$ mix. The exception is a circular state with spin parallel to its orbital momentum, which is the only state of the shell with $m_j=\pm(n-\tfrac12)$ and so has nothing in the shell to mix with. The quoted shifts are first-order values for an infinitely heavy nucleus. At $F=10^{-5}$ a.u. the coupling to other shells lowers every $n=3$ level by a further $0.015$ to $0.019$ cm$^{-1}$, so the full shift of $(2,0,0)$ in this model is $19.735$ cm$^{-1}$ against the first-order $19.753$ cm$^{-1}$. The finite proton mass raises the first-order value by about $0.01$ cm$^{-1}$.

## Computed values

```
hydrogen Z=1, n=3, j=1, kappa=0.333333 1/bohr, E=-0.055556 Eh
max |overlap - signed CG|, n<=6: 1.2e-12; max |overlap - unsigned CG|: 2.000
CG <j m1 j m2|l m> (dimensionless):
 (2,0,0) m1=1 m2=-1 j-m1=0: s sqrt(3)/3, p sqrt(2)/2, d sqrt(6)/6
 (1,1,0) m1=0 m2=0 j-m1=1: s -sqrt(3)/3, p 0, d sqrt(6)/3
 (0,2,0) m1=-1 m2=1 j-m1=2: s sqrt(3)/3, p -sqrt(2)/2, d sqrt(6)/6
 (1,0,1) m1=1 m2=0 j-m1=0: p sqrt(2)/2, d sqrt(2)/2
 (0,1,1) m1=0 m2=1 j-m1=1: p -sqrt(2)/2, d sqrt(2)/2
 (1,0,-1) m1=0 m2=-1 j-m1=1: p sqrt(2)/2, d sqrt(2)/2
 (0,1,-1) m1=-1 m2=0 j-m1=2: p -sqrt(2)/2, d sqrt(2)/2
 (0,0,2) m1=1 m2=1 j-m1=0: d 1
 (0,0,-2) m1=-1 m2=-1 j-m1=2: d 1
integrated overlaps <3 l m|n1 n2 m> (dimensionless):
 (2, 0, 0): s +0.577350, p -0.707107, d +0.408248
 (1, 1, 0): s +0.577350, p +0.000000, d -0.816497
 (0, 2, 0): s +0.577350, p +0.707107, d +0.408248
 (1, 0, 1): p -0.707107, d +0.707107
 (0, 1, 1): p -0.707107, d -0.707107
 (1, 0, -1): p +0.707107, d -0.707107
 (0, 1, -1): p +0.707107, d +0.707107
 (0, 0, 2): d +1.000000
 (0, 0, -2): d +1.000000
<3,0,0|K-|3,1,1> = +2.309401 hbar
<3,1,1|K-|3,2,2> = +2.000000 hbar
weights s,p,d in (2,0,0): 0.333333 0.500000 0.166667 ; <L^2> = 2.000000 hbar^2
field F = 1.0e-05 a.u. = 51.422 kV/cm; 1 Eh = 219474.63 cm^-1
<3s,m=0|z|3p,m=0> = -7.348469 bohr
<3p,m=0|z|3d,m=0> = -5.196152 bohr
 (0, 2, 0) k=-2: <z> = -9.0000 bohr, shift = -9.000e-05 Eh = -19.753 cm^-1
 (1, 1, 0) k=+0: <z> = +0.0000 bohr, shift = +0.000e+00 Eh = +0.000 cm^-1
 (2, 0, 0) k=+2: <z> = +9.0000 bohr, shift = +9.000e-05 Eh = +19.753 cm^-1
<3p,m=1|z|3d,m=1> = -4.500000 bohr
 (0, 1, 1) k=-1: <z> = -4.5000 bohr, shift = -4.500e-05 Eh = -9.876 cm^-1
 (1, 0, 1) k=+1: <z> = +4.5000 bohr, shift = +4.500e-05 Eh = +9.876 cm^-1
<3p,m=-1|z|3d,m=-1> = -4.500000 bohr
 (0, 1, -1) k=-1: <z> = -4.5000 bohr, shift = -4.500e-05 Eh = -9.876 cm^-1
 (1, 0, -1) k=+1: <z> = +4.5000 bohr, shift = +4.500e-05 Eh = +9.876 cm^-1
 (0, 0, 2) k=+0: <z> = +0.0000 bohr, shift = +0.000e+00 Eh = +0.000 cm^-1
 (0, 0, -2) k=+0: <z> = +0.0000 bohr, shift = +0.000e+00 Eh = +0.000 cm^-1
```
